# Ballistic Conductance of a Nondegenerate Parabolic Monolayer: a numerical check

```python
# Result under test: ballistic conductance per width of a nondegenerate
# parabolic monolayer between reflectionless reservoirs, at small bias,
#     G/W = n / sqrt(2 pi m kT)     (atomic units: e = hbar = m_e = 1)
# n: areal carrier density, m: effective mass, kT: thermal energy,
# mu: chemical potential from the band edge, g: spin-valley degeneracy.
# Transport is along x. Limits of the law are tested and sized as well.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi
HARTREE_J = sc.physical_constants["Hartree energy"][0]
HARTREE_EV = HARTREE_J / sc.e
BOHR_M = sc.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
G_UNIT = sc.e**2 / sc.hbar / BOHR_M      # S/m, the same number in uS/um

# Round model parameters
mass, g = 0.5, 4
temperature = 300.0                      # K
density_cm2 = 1.0e12                     # cm^-2
mobility_cm2 = 50.0                      # cm^2/(V s)
channel_nm = 10.0
barrier_ev, barrier_nm = 0.10, 2.0
bias_v = 0.010
mass_light, mass_heavy = 0.45, 0.55


def thermal(T):
    return sc.k * T / HARTREE_J


kT = thermal(temperature)
density = density_cm2 * 1e4 * BOHR_M**2
isotropic = np.eye(2) / mass
xr, wr = np.polynomial.legendre.leggauss(160)
xa, wa = np.polynomial.legendre.leggauss(40)


def close(a, b, tol):
    assert abs(a / b - 1) < tol, (a, b)


def law(n, m, kt):
    return n / np.sqrt(2 * pi * m * kt)


def k_space(kt, mu_plus, mu_minus, inv_mass=isotropic):
    """Density and current per width, integrated over k-space.
    States with v_x > 0 have mu_plus, their partners at -k have mu_minus."""
    centre = np.arctan2(inv_mass[0, 1], inv_mass[0, 0])
    angle = centre + pi / 2 * xa
    e_max = 40 * kt + max(mu_plus, mu_minus, 0.0)
    k_max = np.sqrt(2 * e_max / np.linalg.eigvalsh(inv_mass)[0])
    k = k_max * (xr + 1) / 2
    kx, ky = np.outer(k, np.cos(angle)), np.outer(k, np.sin(angle))
    vx = inv_mass[0, 0] * kx + inv_mass[0, 1] * ky
    vy = inv_mass[0, 1] * kx + inv_mass[1, 1] * ky
    energy = (kx * vx + ky * vy) / 2
    weight = np.outer(wr * k_max / 2 * k, wa * pi / 2) * g / (2 * pi)**2
    f_plus = expit((mu_plus - energy) / kt)
    f_minus = expit((mu_minus - energy) / kt)
    return (np.sum(weight * (f_plus + f_minus)),
            np.sum(weight * vx * (f_plus - f_minus)))


def linear_response(kt, mu, inv_mass=isotropic):
    """Density and conductance per width from a small finite bias."""
    step = 1e-3 * kt
    n, current = k_space(kt, mu + step / 2, mu - step / 2, inv_mass)
    return n, current / step


def conductance_at_density(n, kt):
    def mismatch(eta):
        return np.log(k_space(kt, eta * kt, eta * kt)[0] / n)
    eta = brentq(mismatch, -30, 5, xtol=1e-12)
    return linear_response(kt, eta * kt)[1]


# Main law; tolerance covers the remaining degeneracy, of order exp(-12)
mu = -12 * kT
n_low, G_low = linear_response(kT, mu)
close(G_low, law(n_low, mass, kT), 5e-6)
states = g * mass * kT / (2 * pi)
close(n_low, states * np.exp(mu / kT), 1e-5)

# Power laws in density and temperature
ratio_T = 1.2
slope_T = np.log(conductance_at_density(n_low, ratio_T * kT)
                 / conductance_at_density(n_low, kT)) / np.log(ratio_T)
slope_n = np.log(conductance_at_density(2 * n_low, kT)
                 / conductance_at_density(n_low, kT)) / np.log(2)
assert abs(slope_T + 0.5) < 1e-4 and abs(slope_n - 1) < 1e-4
h = 1e-3
slope_mu = np.log(linear_response(kT * (1 + h), mu)[1]
                  / linear_response(kT * (1 - h), mu)[1]) / (2 * h)
assert abs(slope_mu - (0.5 - mu / kT)) < 1e-3

# Two spin-split bands of equal mass obey the same law in the total density
n_up, G_up = linear_response(kT, mu - 0.8 * kT)
close(G_low + G_up, law(n_low + n_up, mass, kT), 5e-6)


# Hard-wall strip: explicit sum over transverse subbands
def strip(width):
    edges = (pi * np.arange(1, 2000) / width)**2 / (2 * mass)
    edges = edges[edges < 40 * kT]
    k_max = np.sqrt(80 * mass * kT)
    kx = k_max * xr
    occupation = expit((mu - edges[:, None] - kx**2 / (2 * mass)) / kT)
    line_density = g / (2 * pi) * np.sum(occupation * wr * k_max)
    modes = g / (2 * pi) * np.sum(expit((mu - edges) / kT))
    return line_density / width, modes / width


n_strip, G_strip = strip(5 / BOHR_NM)
close(G_strip, law(n_strip, mass, kT), 1e-5)
wavelength = np.sqrt(2 * pi / (mass * kT))
wide = 20 / BOHR_NM
close(strip(wide)[1] / G_low, 1 - wavelength / (2 * wide), 1e-5)

# First degeneracy correction; tolerance covers the next order in n/N
fill = 0.01
loss = 1 - conductance_at_density(fill * states, kT) / law(
    fill * states, mass, kT)
close(loss / fill, 1 / np.sqrt(2) - 0.5, 5e-3)

# Tilted anisotropic valley
c, s = np.cos(0.5), np.sin(0.5)
turn = np.array([[c, -s], [s, c]])
tilted = turn @ np.diag([1 / 0.2, 1 / 0.9]) @ turn.T
n_tilt, G_tilt = linear_response(kT, mu, tilted)
close(G_tilt, law(n_tilt, 1 / tilted[0, 0], kT), 5e-6)

# Finite bias at fixed channel density
bias = bias_v / HARTREE_EV


def bias_factor(v):
    return np.tanh(v / (2 * kT)) / (v / (2 * kT))


for v in (bias, 3 * kT):
    n_v, j_v = k_space(kT, mu + v / 2, mu - v / 2)
    close(j_v / v / law(n_v, mass, kT), bias_factor(v), 3e-5)


# Cartesian k-space sum of a weight(kx) times -df/dE over kx > kx_min
def thermal_sum(weight, kx_min=0.0):
    x, w = np.polynomial.legendre.leggauss(400)
    k_max = np.sqrt(80 * mass * kT)
    half = (k_max - kx_min) / 2
    kx, ky = kx_min + half * (x + 1), k_max * x
    energy = (kx[:, None]**2 + ky**2) / (2 * mass)
    f = expit((mu - energy) / kT)
    inner = (f * (1 - f) / kT) @ (w * k_max)
    return g / (2 * pi)**2 * np.sum(w * half * weight(kx) * inner)


# Mean free path from the diffusive conductivity, constant relaxation time
tau = 500.0
sigma = thermal_sum(lambda kx: 2 * tau * (kx / mass)**2)
close(sigma, n_low * tau / mass, 1e-5)
close(sigma / G_low, (tau / mass) * np.sqrt(2 * pi * mass * kT), 1e-5)

# Incoherent scatterers in series, solved by flux balance
count, pass_one = 30, 0.9
right, left = np.zeros(count + 1), np.zeros(count + 1)
right[0] = 1.0
for _ in range(4000):
    new_right = pass_one * right[:-1] + (1 - pass_one) * left[1:]
    new_left = (1 - pass_one) * right[:-1] + pass_one * left[1:]
    right[1:], left[:-1] = new_right, new_left
path_in_cells = pass_one / (1 - pass_one)
close(right[-1], path_in_cells / (path_in_cells + count), 1e-8)

# Rectangular contact barrier
phi, thick = barrier_ev / HARTREE_EV, barrier_nm / BOHR_NM


def transmission(e):
    decay = np.sqrt(2 * mass * (phi - e) + 0j)
    extra = phi**2 * np.sinh(decay * thick)**2 / (4 * e * (phi - e))
    return 1 / (1 + extra.real)


def transmission_ode(e):
    k = np.sqrt(2 * mass * e)
    sol = solve_ivp(lambda x, y: [y[1], 2 * mass * (phi - e) * y[0]],
                    (thick, 0), [1 + 0j, 1j * k], rtol=1e-9, atol=1e-11)
    psi, slope = sol.y[:, -1]
    return 1 / abs((psi + slope / (1j * k)) / 2)**2


for e_ev in (0.03, 0.08, 0.15, 0.30):
    e = e_ev / HARTREE_EV
    close(transmission(e), transmission_ode(e), 1e-5)


def average_part(lo, hi):
    return quad(lambda x: np.exp(-x) * transmission(x * kT), lo, hi,
                epsabs=1e-11)[0]


top = phi / kT
tunnel_part, over_part = average_part(0, top), average_part(top, 40)
barrier_factor = tunnel_part + over_part
G_barrier = thermal_sum(lambda kx: kx / mass
                        * transmission(kx**2 / (2 * mass)))
close(G_barrier / G_low, barrier_factor, 1e-4)
classical_factor = np.exp(-top)
G_over = thermal_sum(lambda kx: kx / mass, np.sqrt(2 * mass * phi))
close(G_over / G_low, classical_factor, 1e-4)

# Worked example, with an SI evaluation as a check of the units
G_example = law(density, mass, kT) * G_UNIT
G_si = sc.e**2 * density_cm2 * 1e4 / np.sqrt(
    2 * pi * mass * sc.m_e * sc.k * temperature)
close(G_example, G_si, 1e-7)
velocity = np.sqrt(kT / (2 * pi * mass)) * BOHR_M * HARTREE_J / sc.hbar
G_fermi = conductance_at_density(density, kT) * G_UNIT
eta_example = np.log(np.expm1(density / states))
close(k_space(kT, eta_example * kT, eta_example * kT)[0], density, 1e-8)
mobility = mobility_cm2 * 1e-4 * sc.hbar / (sc.e * BOHR_M**2)
path_nm = mobility * np.sqrt(2 * pi * mass * kT) * BOHR_NM
scatter_factor = path_nm / (path_nm + channel_nm)

print("INPUTS (round model parameters)")
print(f"effective mass = {mass:.2f} m_e, degeneracy g = {g}")
print(f"temperature = {temperature:.0f} K")
print(f"carrier density n = {density_cm2:.2e} cm^-2")
print("INTERMEDIATE VALUES")
print(f"thermal energy kT = {kT * HARTREE_EV:.5f} eV")
print(f"kT in atomic units = {kT:.4e} hartree")
print(f"n in atomic units = {density:.4e} bohr^-2")
print(f"effective density of states N = "
      f"{states / BOHR_M**2 * 1e-4:.3e} cm^-2")
print(f"filling n/N = {density / states:.4f}")
print(f"mu/kT at this density = {eta_example:.3f}")
print(f"one-way velocity sqrt(kT/(2 pi m)) = {velocity * 100:.3e} cm/s")
print(f"thermal wavelength = {wavelength * BOHR_NM:.2f} nm")
print("MAIN RESULT")
print(f"G/W in atomic units = {law(density, mass, kT):.4e}")
print(f"G/W = {G_example:.0f} uS/um")
print(f"W/G, total of both ends = {1e6 / G_example:.0f} ohm um")
print("TESTED EXPONENTS (low density)")
print(f"dlnG/dlnT at fixed n = {slope_T:.5f}")
print(f"dlnG/dlnn at fixed T = {slope_n:.5f}")
print(f"dlnG/dlnT at fixed mu = -12 kT: {slope_mu:.3f}")
print("TEMPERATURE SERIES AT FIXED n")
for T in (100, 200, 300, 400):
    simple = law(density, mass, thermal(T))
    full = conductance_at_density(density, thermal(T))
    print(f"T = {T} K: law {simple * G_UNIT:.0f} uS/um, "
          f"Fermi/law = {full / simple:.4f}")
print("NEGLECTED EFFECTS (factor on G/W at 300 K)")
print(f"degeneracy, full Fermi statistics: {G_fermi / G_example:.4f}")
print(f"degeneracy, first order in n/N: "
      f"{1 - (1 / np.sqrt(2) - 0.5) * density / states:.4f}")
print(f"transport mass {mass_light:.2f} m_e: "
      f"{np.sqrt(mass / mass_light):.4f}")
print(f"transport mass {mass_heavy:.2f} m_e: "
      f"{np.sqrt(mass / mass_heavy):.4f}")
print(f"bias {bias_v * 1e3:.0f} mV at fixed n: {bias_factor(bias):.4f}")
print(f"mobility {mobility_cm2:.0f} cm2/Vs: "
      f"mean free path = {path_nm:.2f} nm")
print(f"scattering, channel {channel_nm:.0f} nm: {scatter_factor:.3f}")
print(f"G/W with scattering only = {G_example * scatter_factor:.0f} uS/um")
print(f"barrier {barrier_ev:.2f} eV, classical: {classical_factor:.4f}")
print(f"same barrier, {barrier_nm:.0f} nm wide, quantum: "
      f"{barrier_factor:.4f}")
print(f"  part from energies below the top: {tunnel_part:.4f}")
print(f"  part from energies above the top: {over_part:.4f}")
print(f"G/W with barrier only = {G_example * barrier_factor:.0f} uS/um")
print("all assertions hold")
```

Printed output:

```
INPUTS (round model parameters)
effective mass = 0.50 m_e, degeneracy g = 4
temperature = 300 K
carrier density n = 1.00e+12 cm^-2
INTERMEDIATE VALUES
thermal energy kT = 0.02585 eV
kT in atomic units = 9.5004e-04 hartree
n in atomic units = 2.8003e-05 bohr^-2
effective density of states N = 1.080e+13 cm^-2
filling n/N = 0.0926
mu/kT at this density = -2.333
one-way velocity sqrt(kT/(2 pi m)) = 3.804e+06 cm/s
thermal wavelength = 6.09 nm
MAIN RESULT
G/W in atomic units = 5.1257e-04
G/W = 2358 uS/um
W/G, total of both ends = 424 ohm um
TESTED EXPONENTS (low density)
dlnG/dlnT at fixed n = -0.50000
dlnG/dlnn at fixed T = 1.00000
dlnG/dlnT at fixed mu = -12 kT: 12.500
TEMPERATURE SERIES AT FIXED n
T = 100 K: law 4084 uS/um, Fermi/law = 0.9452
T = 200 K: law 2888 uS/um, Fermi/law = 0.9719
T = 300 K: law 2358 uS/um, Fermi/law = 0.9811
T = 400 K: law 2042 uS/um, Fermi/law = 0.9858
NEGLECTED EFFECTS (factor on G/W at 300 K)
degeneracy, full Fermi statistics: 0.9811
degeneracy, first order in n/N: 0.9808
transport mass 0.45 m_e: 1.0541
transport mass 0.55 m_e: 0.9535
bias 10 mV at fixed n: 0.9877
mobility 50 cm2/Vs: mean free path = 3.40 nm
scattering, channel 10 nm: 0.254
G/W with scattering only = 598 uS/um
barrier 0.10 eV, classical: 0.0209
same barrier, 2 nm wide, quantum: 0.0757
  part from energies below the top: 0.0633
  part from energies above the top: 0.0124
G/W with barrier only = 178 uS/um
all assertions hold
```
